# The Linear Polarization Term in s-Wave Effective-Range Theory

## Definitions and conventions

An electron of wave number $k$ scatters elastically from a spherically symmetric target, represented by a real local potential $V(r)$. Atomic units are used: lengths are in bohr radii $a_0$ and energies in hartree. The kinetic energy is $k^2/2$. With $U=2V$, the s-wave radial equation is

$$u_k''+(k^2-U)u_k=0,\qquad u_k(0)=0. \tag{1}$$

Far from the target $u_k\propto\sin(kr+\delta)$, which defines the phase shift $\delta$ up to multiples of $\pi$. An electron at distance $r$ induces a dipole in a target of polarizability $\alpha$ and is attracted by it. The potential outside a core radius $d$ is therefore taken as

$$V=-\frac{\alpha}{2r^4},\qquad U=-\frac{\beta^2}{r^4},\qquad \beta^2=\alpha\qquad(r>d). \tag{2}$$

Here $\beta$ is a length, and $\beta^2=\alpha$ is an equality of numerical values in atomic units. Inside $d$ the potential is arbitrary, provided that $\int_0^d r|U|\,dr$ is finite.

The solution is normalized by $u_k'(0)=1$ at every $k$. Define

$$s(r)=\frac{\sin kr}{k},\qquad c(r)=\cos kr,$$

which become $r$ and $1$ at $k=0$. Lemma 1 shows that $u_k$ approaches $p(k)c+q(k)s$ at large $r$, and that $u_0=q_0r+p_0+O(1/r)$. The scattering length is $A=-p_0/q_0$, so that $u_0\propto1-r/A$ far away. In this convention a hard sphere without a tail has positive $A$. Since $\sin(kr+\delta)=\sin\delta\,c+k\cos\delta\,s$,

$$k\cot\delta=\frac{q(k)}{p(k)}. \tag{3}$$

**Theorem.** Let $A$ be finite and nonzero. Then, as $k\to0^+$,

$$k\cot\delta=-\frac1A+\frac{\pi\alpha}{3A^2}\,k+\frac{4\alpha}{3A}\,k^2\ln(kd)+O(k^2). \tag{4}$$

The second term is the leading polarization correction. The third shows what is neglected first when the series is cut after the linear term. Below, $C$ denotes positive constants independent of $k$ and $r$, not necessarily equal, and $kd<1/2$.

## Lemma 1: amplitudes and bounds

**Statement.** For all $k$ and $r$, $|u_k|\le Cr$. The amplitudes exist and are

$$p(k)=-\int_0^\infty Uu_ks\,dr,\qquad q(k)=1+\int_0^\infty Uu_kc\,dr. \tag{5}$$

Moreover $u_k=q(k)s+O(1)$ for $r>d$, uniformly in $k$, and $u_0=q_0r+p_0+O(1/r)$.

**Proof.** Equation (1) and its initial conditions are equivalent to

$$u_k(r)=s(r)+\int_0^r s(r-r')U(r')u_k(r')\,dr', \tag{6}$$

as two differentiations confirm. Because $|s(r-r')|\le r-r'\le r$, the ratio $w=|u_k|/r$ satisfies

$$w(r)\le1+\int_0^r r'|U(r')|\,w(r')\,dr'.$$

Iterating this inequality produces the exponential series, so $w\le\exp\left(\int_0^\infty r|U|dr\right)$. The exponent is finite because the tail contributes $\int_d^\infty\beta^2r^{-3}dr$.

Now insert $s(r-r')=s(r)c(r')-c(r)s(r')$ into (6):

$$u_k=P(r)c+Q(r)s,\quad P=-\int_0^rUu_ks\,dr',\quad Q=1+\int_0^rUu_kc\,dr'. \tag{7}$$

Since $|u_ks|\le Cr^2$ and $|u_kc|\le Cr$, both integrals converge as $r\to\infty$, which gives (5). $P$ is bounded. The missing part of $Q$ is at most $C\beta^2\int_r^\infty r'^{-3}dr'=C\beta^2/(2r^2)$. Multiplied by $|s|\le r$, it is $O(1/r)$, so $u_k=qs+O(1)$. At $k=0$ the missing part of $P$ is at most $C\beta^2\int_r^\infty r'^{-2}dr'=O(1/r)$, which gives the form of $u_0$. $\square$

The scattering length therefore exists despite the long tail. Outside the core the zero-energy solutions are explicit:

$$f=r\cos\frac{\beta}{r},\qquad g=\frac r\beta\sin\frac\beta r. \tag{8}$$

For example, $f'=\cos(\beta/r)+(\beta/r)\sin(\beta/r)$. On the next differentiation the two sine terms cancel, leaving $f''=-\beta^2r^{-3}\cos(\beta/r)=Uf$. The same calculation holds for $g$. At large $r$, $f\to r$ and $g\to1$, so $u_0=q_0f+p_0g$.

## Lemma 2: the wave function at small wave number

Let $h=u_0-q_0r$. It is bounded, and $h=p_0+O(1/r)$ outside the core. Write

$$u_k=q_0s+h+E. \tag{9}$$

**Statement.** For all $r$, $|E|\le Ck^2r(r+d)$. For $r>d$,

$$E=-p_0(1-c)+O\!\left(k^2r[1+\ln(r/d)]\right). \tag{10}$$

**Proof.** From (9), $E=u_k-u_0-q_0(s-r)$. Using $s''=-k^2s$,

$$E''=(U-k^2)u_k-Uu_0+q_0k^2s.$$

Substitute $u_k=E+u_0+q_0(s-r)$. The terms $Uu_0$ cancel, as do the terms $q_0k^2s$, leaving

$$E''+k^2E=UE+q_0U(s-r)-k^2h. \tag{11}$$

Both $E$ and $E'$ vanish at the origin, because $u_k$ and $u_0$ have the same slope there. Hence $E$ is the integral of the right side of (11) with the kernel $s(r-r')$.

The bound $|s-r|\le k^2r^3/6$ gives

$$\int_0^r|U||s-r'|\,dr'\le Ck^2[1+\ln(1+r/d)],\qquad \int_0^rk^2|h|\,dr'\le Ck^2r.$$

The two source terms thus contribute at most $Ck^2r(r+d)$ to $|E|$. Dividing by $r$ and iterating as in Lemma 1 gives the first bound.

For (10), separate $h=p_0+(h-p_0)$. The constant part gives

$$-k^2p_0\int_0^rs(r-r')\,dr'=-p_0(1-c).$$

The remaining part has $\int_0^r|h-p_0|dr'\le C[1+\ln(r/d)]$, and the term with $s-r$ has the logarithmic bound found above. Finally, $\int_0^r|UE|dr'\le Ck^2\int_0^r|U|r'(r'+d)dr'\le Ck^2$, since the tail integrand falls as $r'^{-2}$. Multiplication by the kernel bound $r$ proves (10). $\square$

## Lemma 3: the integral that fixes the coefficient

**Statement.**

$$I=\int_0^\infty\frac{x^2-\sin^2x}{x^4}\,dx=\frac\pi3. \tag{12}$$

**Proof.** Integrate by parts three times, each time integrating the inverse power:

$$I=\frac13\int_0^\infty\frac{2x-\sin2x}{x^3}dx
=\frac16\int_0^\infty\frac{2-2\cos2x}{x^2}dx
=\frac16\int_0^\infty\frac{4\sin2x}{x}dx.$$

The boundary terms are proportional to $(x^2-\sin^2x)/x^3$, $(2x-\sin2x)/x^2$ and $(2-2\cos2x)/x$. Each vanishes as $x$ near the origin and at least as $1/x$ at infinity. The last integral is $4(\pi/2)=2\pi$, so $I=\pi/3$. $\square$

## Proof of the theorem

Let $L=\ln[1/(kd)]$. Subtracting the zero-energy case of (5) gives

$$p-p_0=-\int_0^\infty U(u_ks-u_0r)\,dr,\qquad q-q_0=\int_0^\infty U(u_kc-u_0)\,dr. \tag{13}$$

**The amplitude $q$.** By (9),

$$u_kc-u_0=q_0(sc-r)+h(c-1)+Ec.$$

In the core every term is at most $Ck^2r$, so the contribution is $O(k^2)$. For $r>1/k$, the bound $|u_kc-u_0|\le Cr$ gives $C\beta^2\int_{1/k}^\infty r^{-3}dr=O(k^2)$. Between $d$ and $1/k$, the last two terms are $O(k^2r^2)$ and again contribute $O(k^2)$. In the first,

$$sc=\frac{\sin2kr}{2k}=r-\frac23k^2r^3+O(k^4r^5). \tag{14}$$

With $U=-\beta^2/r^4$ the cubic term gives $\frac23\beta^2q_0k^2\int_d^{1/k}dr/r$, and the remainder gives $O(k^2)$. Therefore

$$q=q_0+\frac23\beta^2q_0k^2L+O(k^2). \tag{15}$$

There is no linear term in $q$.

**The amplitude $p$.** Again by (9),

$$u_ks-u_0r=q_0(s^2-r^2)+R,\qquad R=h(s-r)+Es. \tag{16}$$

Consider the first part. Since $r^2-s^2=(r-s)(r+s)\le k^2r^4/3$, the core contributes $O(k^2)$. Outside, the minus sign in (13) and the minus sign of the attraction combine to give

$$\beta^2q_0\int_d^\infty\frac{s^2-r^2}{r^4}dr
=\beta^2q_0\int_0^\infty\frac{s^2-r^2}{r^4}dr+O(k^2).$$

Extending the lower limit costs at most $\beta^2|q_0|k^2d/3$. With $x=kr$, the factors $k^{-2}$ from the numerator, $k^4$ from $r^{-4}$ and $k^{-1}$ from $dr$ combine to $k$. By Lemma 3 this part is $-(\pi/3)\beta^2q_0k$.

Now consider $R$. The core contributes $O(k^2)$. For $d<r<1/k$, insert (10):

$$R=p_0(sc-r)+O\!\left(k^2r^2[1+\ln(r/d)]\right).$$

The error, divided by $r^4$, has a convergent integral and contributes $O(k^2)$. Equation (14) turns the first term into $-\frac23\beta^2p_0k^2L+O(k^2)$. For $r>1/k$, write $R=(u_k-q_0s)s-hr$. Lemma 1 and (15) give $u_k-q_0s=(q-q_0)s+O(1)=O(1)$, because $|s|\le1/k$ and $kL$ is bounded. Thus $|R|\le C(1/k+r)$, whose integral with $r^{-4}$ is $O(k^2)$. Altogether,

$$p=p_0-\frac\pi3\beta^2q_0k-\frac23\beta^2p_0k^2L+O(k^2). \tag{17}$$

**The ratio.** Divide (15) by (17) and expand the denominator; the square of its linear term is $O(k^2)$:

$$\frac qp=\frac{q_0}{p_0}\left[1+\frac{\pi\beta^2q_0}{3p_0}k+\frac43\beta^2k^2L+O(k^2)\right].$$

Insert $q_0/p_0=-1/A$, $\beta^2=\alpha$ and $L=-\ln(kd)$. The linear term contains $(-1/A)^2$ and is positive. The logarithmic term becomes $(4\alpha/3A)k^2\ln(kd)$. This is (4). $\square$

## Remarks on meaning and validity

**Origin of the linear term.** Expanding $s^2-r^2$ in powers of $k$ under the integral would give $-k^2r^4/3$. Multiplied by $r^{-4}$, this is constant at large $r$, and its integral diverges linearly. The oscillation of the wave cuts the growth off near $r=1/k$, and $k^2\times k^{-1}=k$. The relevant distances therefore grow as the energy falls, which is why the core enters the linear coefficient through $A$ alone.

**Sign.** Inverting (4) gives

$$\tan\delta=-Ak-\frac{\pi\alpha}{3}k^2+O(k^3L). \tag{18}$$

The correction lowers $\tan\delta$ although the tail is attractive. At the large distances that produce the linear term, the scattering length already contains the tail's effect with the zero-energy weight $r^2$. At finite $k$ the weight is $s^2\le r^2$, so part of that attraction must be taken back.

**Faster tails.** Suppose that $U$ falls as $r^{-6}$ outside the core, with no $r^{-4}$ part. Lemma 1 and the first bound of Lemma 2 still hold. For $r<1/k$, the differences in (13) are bounded by $Ck^2r^3(r+d)$ for $p$ and $Ck^2r^2(r+d)$ for $q$ outside the core. Their integrals with $r^{-6}$ are $O(k^2)$, and the region beyond $1/k$ gives no larger term. The linear term is then absent. It is a consequence of the inverse-fourth-power tail.

**Small and large scattering length.** The linear correction is small compared with $1/|A|$ when

$$k\ll k_*=\frac{3|A|}{\pi\alpha}. \tag{19}$$

This is necessary for using the linear truncation, but not sufficient: $k$ must also be small on the scales set by the core and by $\beta$. As $A\to0$ the range shrinks to nothing. At $A=0$, $p_0=0$, and (4) fails because $k\cot\delta$ diverges. Equations (15) and (17) remain valid, however, and $\tan\delta=kp/q$ gives

$$\tan\delta=-\frac{\pi\alpha}{3}k^2+O(k^3).$$

In the opposite limit $|A|\to\infty$, $q_0=0$, and (15) and (17) give $k\cot\delta=O(k^2)$: the linear term disappears.

**The logarithm.** Replacing $d$ in $\ln(kd)$ by another length changes (4) by a multiple of $k^2$, which belongs to the unspecified remainder. The logarithmic term alone is therefore not a definite numerical improvement at a given $k$. It does show that the remainder after the linear term is not a pure $k^2$ effective-range term.

**Corollary: the cross section.** The s-wave cross section is $\sigma_0=4\pi\sin^2\delta/k^2=4\pi/[k^2+(k\cot\delta)^2]$. From (4),

$$(k\cot\delta)^2=\frac1{A^2}\left[1-\frac{2\pi\alpha}{3A}k+O(k^2L)\right],$$

and therefore

$$\sigma_0=4\pi A^2\left[1+\frac{2\pi\alpha}{3A}k+O(k^2L)\right]. \tag{20}$$

As $k$ grows from zero, the cross section at first falls from its zero-energy value for negative $A$ and at first rises for positive $A$. This describes the initial slope only. For large positive $A$ the neglected terms, such as $-A^2k^2$ from the $k^2$ in the denominator, overtake the linear one at $k$ far below $k_*$, and the rise is small. Since $k\propto\sqrt E$, the initial change is proportional to the square root of the energy $E$.

## Worked example

Take the round model values $\alpha=10\,a_0^3$, $d=2\,a_0$ and a constant core potential of $2.5$ hartree. They do not represent a particular gas; exchange, inelastic channels and higher multipoles are left out.

At zero energy the core solution is $\sinh(\kappa r)/\kappa$ with $\kappa=\sqrt{2\times2.5}\,a_0^{-1}$, and its logarithmic derivative at $d$ is $y=\kappa\coth\kappa d$. Matching to $q_0f+p_0g$ gives $q_0(f'-yf)=p_0(yg-g')$, so

$$A=-\frac{p_0}{q_0}=-\frac{f'-yf}{yg-g'}\bigg|_{r=d}=-1.479\,a_0.$$

The repulsive core is outweighed by the tail, and $A$ is negative. The constants of the expansion follow:

$$-\frac1A=0.676\,a_0^{-1},\qquad \frac{\pi\alpha}{3A^2}=\frac{10\pi}{3(1.479)^2}=4.79,\qquad k_*=\frac{3(1.479)}{10\pi}=0.141\,a_0^{-1}.$$

For comparison, (1) was integrated numerically and the phase shift read from the wave at $kr=60$. Let $S(k)=(k\cot\delta+1/A)/k$. The combination $4S(k)-4S(2k)+S(4k)$ keeps the constant in $S$ and cancels terms in $k$ and $k\ln k$. At $k=0.001\,a_0^{-1}$ it gives $4.788$, against $4.786$ from the formula. A second core, with potential $-0.2$ hartree, has $A=8.07\,a_0$; there both routes give $0.161$. The coefficient is thus tested for both signs of $A$.

At $k=0.01\,a_0^{-1}$, an energy of $1.36$ meV, the linear formula gives

$$k\cot\delta\approx0.6760+4.786\times0.01=0.7239\,a_0^{-1},$$

while direct integration gives $0.7296\,a_0^{-1}$. The linear term supplies $0.0479$ of the actual change of $0.0535$, or 89%. At $k=0.04\,a_0^{-1}$ it supplies 68%.

The s-wave cross sections, in $a_0^2$, are:

| $k$ ($a_0^{-1}$) | direct | linear $k\cot\delta$ | constant $-1/A$ |
|---|---:|---:|---:|
| 0.005 | 25.5 | 25.6 | 27.5 |
| 0.01 | 23.6 | 24.0 | 27.5 |
| 0.02 | 19.9 | 21.1 | 27.5 |
| 0.04 | 13.6 | 16.7 | 27.4 |

The zero-energy value is $27.5\,a_0^2$, or $7.70\times10^{-20}\ \mathrm{m^2}$. At $k=0.01\,a_0^{-1}$ the constant approximation is 16% above the direct result, and the linear one 1.6% above it. At $k=0.04\,a_0^{-1}$, or $21.8$ meV, the linear approximation is 22% too high and the constant one is twice the direct value. Here $k/k_*=0.28$, so the linear truncation already fails at the ten-percent level well below $k_*$.

The expanded form (20) has the slope $2\pi\alpha/(3A)=-14.16\,a_0$. At $k=0.01\,a_0^{-1}$ it gives $27.50(1-0.1416)=23.6\,a_0^2$, equal to the direct value at this precision. This agreement does not persist: at $k=0.04\,a_0^{-1}$ the same formula gives $11.9\,a_0^2$, below the direct $13.6\,a_0^2$. The two linear truncations differ at order $k^2$. Their separation is not an error estimate, because it contains neither the logarithmic term nor the core-dependent $k^2$ term of $k\cot\delta$.

Three further tests address the remarks. With the tail replaced by an $r^{-6}$ tail of equal strength at $d$, the fitted linear coefficient is $0.002$, compared with $4.79$ for the polarization tail. For $\alpha=1\,a_0^3$, $d=1\,a_0$ and a core potential of $-0.5$ hartree, which give $A=-4.33\,a_0$, the logarithmic coefficient is $-0.308\,a_0$ both from (4) and from integration. With $\alpha=1\,a_0^3$ and $d=1\,a_0$ again and the core potential adjusted to $3.19$ hartree to make $A=0$, $\tan\delta/k^2$ at $k=0.002\,a_0^{-1}$ is $-1.045\,a_0^2$, close to the limiting value $-\pi/3=-1.047$ in the same unit. The numerical output gives more digits.

## Calculated quantities

```
polarizability alpha = 10.0 a0^3
core radius d = 2.0 a0
core potential = 2.5 hartree
integral, quadrature = 1.047198 (dimensionless)
pi/3 = 1.047198 (dimensionless)
scattering length A, matching = -1.4792 a0
scattering length A, integration = -1.4791 a0
-1/A = 0.67603 1/a0
linear coefficient, formula = 4.7859 (dimensionless)
linear coefficient, integration = 4.7878 (dimensionless)
limiting wave number 3|A|/(pi alpha) = 0.1413 1/a0
relative sigma0 slope, formula = -14.159 a0
relative sigma0 slope, integration = -14.157 a0
zero-energy cross section = 27.497 a0^2
zero-energy cross section = 7.700e-20 m^2
k [1/a0], E [meV], k cot delta [1/a0]: direct, linear formula
  0.005  0.340  0.70148  0.69996
  0.010  1.361  0.72957  0.72389
  0.020  5.442  0.79367  0.77175
  0.040  21.769  0.95892  0.86747
k [1/a0], sigma0 [a0^2]: direct, linear formula, constant -1/A
  0.005  25.536  25.647  27.495
  0.010  23.604  23.976  27.490
  0.020  19.937  21.085  27.472
  0.040  13.642  16.664  27.401
second core potential = -0.2 hartree
second core A = 8.0732 a0
second core linear coefficient, formula = 0.16067
second core linear coefficient, integration = 0.16065
1/r^6 tail: fitted linear coefficient = 0.00185
log test: alpha = 1 a0^3, d = 1 a0, core = -0.5 hartree
log test: A = -4.3275 a0
log coefficient, formula = -0.3081 a0
log coefficient, integration = -0.3077 a0
A=0 test: alpha = 1 a0^3, d = 1 a0, core = 3.18736 hartree
A=0 test: tan(delta)/k^2 at k=0.002 1/a0 = -1.04512 a0^2
```
